# Polarization and static dielectric constant of undoped graphene

A charged impurity sits in a clean, undoped graphene sheet. There is no Fermi surface whose electrons could move in to screen it, as in a metal, and no energy gap to limit the virtual excitations, as in an insulator. The sheet responds by creating virtual electron-hole pairs across the point where its conduction and valence cones touch. This appendix derives the strength of that response, its frequency dependence and the resulting dielectric constant, in a form ready for coding.

## Model and conventions

Near each of the two inequivalent corners of the Brillouin zone an electron obeys

$$H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k ,\qquad E_{c,v}(\mathbf k)=\pm\hbar v k ,$$

where $\boldsymbol\sigma$ acts on the two sublattice amplitudes and $k=|\mathbf k|$. Two spins and two valleys give $N=4$ copies. The second valley has a mirrored Hamiltonian with the same energies and the same squared overlaps, so it contributes equally. The temperature is zero, the valence cone is full and the conduction cone is empty. The wave number $q$ is small compared with the inverse bond length, so the cones stay linear where it matters and the potential does not connect the valleys.

Let the total potential energy of an electron be $U e^{i\mathbf q\cdot\mathbf r-i\omega t}$. "Total" means that it includes the field of the induced charge. The polarization $\chi$ is defined by the change in electron number density,

$$\delta n=\chi(q,\omega)\,U .$$

With this sign a static $\chi$ is negative: electrons leave regions where their energy is raised. If the opposite sign convention is adopted, $\chi$ must be replaced by $-\chi$ in every formula below.

## The band sum

To first order in $U$, the equation of motion of the one-particle density matrix $\rho$ is $i\hbar\,\partial_t\delta\rho=[H,\delta\rho]+[U,\rho_0]$. Take its element between the final state $(b,\mathbf k')$, with $\mathbf k'=\mathbf k+\mathbf q$, and the initial state $(a,\mathbf k)$:

$$(\hbar\omega+i0)\,\delta\rho_{ba}=(E_b-E_a)\,\delta\rho_{ba}+(f_a-f_b)\,U\langle u_b(\mathbf k')|u_a(\mathbf k)\rangle .$$

Here $f$ is the occupation, $u$ is the spinor, and $+i0$ switches the potential on slowly from the remote past. Solving for $\delta\rho_{ba}$, multiplying by the conjugate overlap and summing over states per unit area gives the density:

$$\chi=N\sum_{a,b}\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{(f_a-f_b)\,|\langle u_b(\mathbf k')|u_a(\mathbf k)\rangle|^2}{\hbar\omega+E_a(\mathbf k)-E_b(\mathbf k')+i0}.$$

Terms with $a=b$ vanish, because each band is entirely full or entirely empty. For the interband terms, let $\varphi$ be the polar angle of $\mathbf k$. The spinors are $u_{c,v}=(1,\pm e^{i\varphi})/\sqrt2$, so

$$F\equiv|\langle u_c(\mathbf k')|u_v(\mathbf k)\rangle|^2
=\left|\frac{1-e^{i(\varphi-\varphi')}}{2}\right|^2=\frac{1-\cos\theta}{2},$$

where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. Exchanging the two bands gives the same $F$.

The term $a=v,\ b=c$ has occupation factor $+1$ and denominator $\hbar(\omega-S)$, with $S=v(k+k')$. The term $a=c,\ b=v$ has factor $-1$ and denominator $\hbar(\omega+S)$. Since

$$\frac1{\omega-S}-\frac1{\omega+S}=\frac{2S}{\omega^2-S^2},$$

the response becomes

$$\chi=\frac N\hbar\int\!\frac{d^2k}{(2\pi)^2}\,F\,\frac{2v(k+k')}{\omega^2-v^2(k+k')^2},\qquad \omega\to\omega+i0 .$$

The integral converges without a cutoff. For $k\gg q$ the angle is $\theta\simeq q\sin\varphi/k$ (with $\varphi$ measured from $\mathbf q$), so $F\simeq\theta^2/4=q^2\sin^2\varphi/(4k^2)$. In the static case the second factor tends to $-1/(vk)$. Stopping a numerical integral at radius $\Lambda\gg q$ therefore omits a contribution of magnitude

$$\frac{N}{4\pi^2\hbar v}\int_\Lambda^\infty\! k\,dk\;\frac{\pi q^2}{4k^3}=\frac{Nq^2}{16\pi\hbar v\Lambda}.$$

Relative to the static result found below, this is $q/(\pi\Lambda)$. The error falls slowly, so mapping the outer region to a finite interval is preferable to truncation.

## Elliptic coordinates

The energy denominator depends on the sum of the distances $k$ and $k'$ from two points separated by $q$. Curves of constant $k+k'$ are ellipses with those points as foci, which suggests the coordinates. Put the origin midway between the foci and the $x$ axis along $\mathbf q$, so that $\mathbf k=\mathbf p-\mathbf q/2$ and $\mathbf k'=\mathbf p+\mathbf q/2$, with

$$p_x=\tfrac q2\cosh\mu\cos\nu,\qquad p_y=\tfrac q2\sinh\mu\sin\nu,\qquad \mu\ge0,\ 0\le\nu<2\pi .$$

Using $\sinh^2\mu\sin^2\nu=(\cosh^2\mu-1)(1-\cos^2\nu)$,

$$k'^2=\tfrac{q^2}{4}\left[(\cosh\mu\cos\nu+1)^2+\sinh^2\mu\sin^2\nu\right]=\tfrac{q^2}{4}(\cosh\mu+\cos\nu)^2 .$$

The same steps with the other sign give $k=\tfrac q2(\cosh\mu-\cos\nu)$. Hence

$$k+k'=q\cosh\mu,\qquad k'-k=q\cos\nu .$$

The Jacobian is

$$\frac{q^2}{4}\left(\sinh^2\mu\cos^2\nu+\cosh^2\mu\sin^2\nu\right)=\frac{q^2}{4}\left(\cosh^2\mu-\cos^2\nu\right)=kk' .$$

The overlap follows from the triangle formed by $\mathbf k$, $\mathbf k'$ and $\mathbf q$. From $q^2=k^2+k'^2-2kk'\cos\theta$,

$$2kk'(1-\cos\theta)=q^2-(k'-k)^2=q^2\sin^2\nu
\quad\Rightarrow\quad F=\frac{q^2\sin^2\nu}{4kk'} .$$

The factor $kk'$ cancels against the Jacobian:

$$F\,d^2k=\frac{q^2}{4}\sin^2\nu\,d\mu\,d\nu .$$

Since $\int_0^{2\pi}\sin^2\nu\,d\nu=\pi$, the overlap-weighted area of pairs with $k+k'<W$ is

$$\int_{k+k'<W}F\,d^2k=\frac{\pi q^2}{4}\,\mathrm{arccosh}\frac Wq .$$

For $W=2.5q$ this is $1.2306\,q^2$, which a direct quadrature in polar coordinates reproduces. Its derivative with respect to $W$ is $\pi q^2/(4\sqrt{W^2-q^2})$. The pair spectrum thus starts at $\hbar vq$ with an inverse-square-root peak.

## Closed form of the polarization

Insert the new measure and carry out the $\nu$ integral:

$$\chi=\frac N\hbar\,\frac{1}{4\pi^2}\,\frac{\pi q^2}{4}\int_0^\infty\! d\mu\,\frac{2vq\cosh\mu}{\omega^2-v^2q^2\cosh^2\mu}.$$

The prefactor is $Nq^2/(16\pi\hbar)$. Substitute $s=\sinh\mu$, so that $ds=\cosh\mu\,d\mu$ and $\cosh^2\mu=1+s^2$. For $|\omega|<vq$ define $\Delta=\sqrt{v^2q^2-\omega^2}>0$. Then

$$\int_0^\infty\!\frac{2vq\,ds}{\omega^2-v^2q^2-v^2q^2s^2}
=-\int_0^\infty\!\frac{2vq\,ds}{\Delta^2+v^2q^2s^2}
=-2vq\,\frac{1}{vq\,\Delta}\,\frac\pi2=-\frac\pi\Delta .$$

Therefore

$$\boxed{\;\chi(q,\omega)=-\frac{N}{16\hbar}\frac{q^2}{\sqrt{v^2q^2-\omega^2}}
=-\frac{q^2}{4\hbar\sqrt{v^2q^2-\omega^2}}\quad(N=4)\;}$$

With $\hbar=1$ this is the form $-q^2/(4\sqrt{v^2q^2-\omega^2})$. In the static limit $\chi=-q/(4\hbar v)$. The proportionality to $q$ is forced by dimensions, because the undoped cone has no length of its own; the calculation supplies the factor $1/4$.

The factor for four flavours was also tested on a honeycomb tight-binding sheet with spin, where both valleys arise from the band structure. The ratio of lattice to cone response is $1.0015$ and $1.0009$ at $q$ times bond length $0.06$ and $0.12$. The comparison supports the cone result to about $0.2\%$. An extrapolation that assumes a correction linear in $q$ gives $1.0020$, farther from one than either value, because the lattice correction is not linear over this range: the ratio is $1.0005$, $1.0010$, $1.0015$, $1.0009$ and $0.994$ at $0.014$, $0.03$, $0.06$, $0.12$ and $0.24$, and it tends to one as $q\to0$. On uniform grids of $1000$ to $1300$ points per side the value at $0.06$ still shifts by up to $0.0005$.

## Frequencies above the pair threshold

For real $\omega>vq$ the potential can create real pairs, and the root needs a branch. Let $z=\omega+i\eta$ with $\eta>0$. The quantity $v^2q^2-z^2$ has imaginary part $-2\omega\eta$. It can be real only at $\omega=0$, where it equals $v^2q^2+\eta^2>0$. It therefore never meets the negative real axis, and the principal square root is the correct analytic continuation throughout the upper half-plane.

As $\eta\to0$ with $\omega>vq$, the argument approaches the negative axis from below, so the root tends to $-i\sqrt{\omega^2-v^2q^2}$. Because $-1/(-i)=-i$,

$$\chi(q,\omega)=-\frac{i\,q^2}{4\hbar\sqrt{\omega^2-v^2q^2}},\qquad \omega>vq .$$

For $\omega<-vq$ the sign is reversed. In code, use this explicit form on the real axis or give $\omega$ a small positive imaginary part. On the negative real axis a complex square root picks its branch from the sign of the zero imaginary part of its argument $v^2q^2-\omega^2$. In Python and NumPy the subtraction leaves $+0$ whichever sign the zero in $\omega$ carries, and for $\omega>vq$ this selects the wrong branch.

The conductivity gives a check on both sign and factor. The charge density is $-e\,\delta n$ and $U=-e\phi$, so the charge density equals $e^2\chi\phi$. Continuity gives the longitudinal current $j=(\omega/q)\,e^2\chi\phi$, and $E=-iq\phi$ means $\phi=iE/q$. Hence

$$\sigma(q,\omega)=\frac{i\omega e^2}{q^2}\chi=\frac{e^2}{4\hbar}\frac{\omega}{\sqrt{\omega^2-v^2q^2}}\;\longrightarrow\;\frac{e^2}{4\hbar}\qquad(\omega\gg vq).$$

The positive sign means absorption. The limit is $6.085\times10^{-5}$ S and does not contain $v$.

The current operator leads to the same value by another route. A uniform field $E_0\cos\omega t$ along $x$ enters as $ev\sigma_xA$, with vector potential $A=-(E_0/\omega)\sin\omega t$. The amplitude of its absorbing part is $evE_0/(2\omega)$. The matrix element $\langle u_c|\sigma_x|u_v\rangle=-i\sin\varphi$ has mean square $1/2$. Fermi's golden rule gives the absorbed power per area,

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2v^2E_0^2}{4\omega^2}\,\frac{N}{4\pi^2}\,\frac12\int d^2k\,\delta(2\hbar vk-\hbar\omega).$$

The integral is $2\pi k/(2\hbar v)$ at $k=\omega/(2v)$, or $\pi\omega/(2\hbar v^2)$. The power is then $Ne^2E_0^2/(32\hbar)$. Setting it equal to $\tfrac12\sigma E_0^2$ yields $\sigma=Ne^2/(16\hbar)=e^2/(4\hbar)$.

## Coulomb interaction in the sheet

Let the sheet at $z=0$ separate thick media with relative permittivities $\varepsilon_1$ and $\varepsilon_2$, and neglect retardation. A sheet charge $\rho e^{i\mathbf q\cdot\mathbf r}$ produces a potential that satisfies Laplace's equation on each side and decays away from the sheet: $\phi_0e^{i\mathbf q\cdot\mathbf r-q|z|}$. The jump in the normal displacement field equals the charge, $\varepsilon_0(\varepsilon_1+\varepsilon_2)q\phi_0=\rho$. For electrons $\rho=-e\,\delta n$ and the energy is $-e\phi_0$, so the interaction energy per unit density is

$$V(q)=\frac{e^2}{2\varepsilon_0\kappa q}=\frac{2\pi\hbar v\,\alpha_g}{q},\qquad
\kappa=\frac{\varepsilon_1+\varepsilon_2}{2},\qquad
\alpha_g=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v}.$$

The dimensionless $\alpha_g$ compares the Coulomb energy of two electrons at distance $r$ with the kinetic scale $\hbar v/r$. Both scale as $1/r$, so the ratio does not depend on distance.

## Dielectric constant

In the random-phase approximation (RPA), electrons respond as independent particles to the external potential plus the average potential of the induced density:

$$U=U_{\rm ext}+V\chi U\quad\Rightarrow\quad \varepsilon\equiv\frac{U_{\rm ext}}{U}=1-V\chi .$$

Here $U_{\rm ext}$ already includes the screening by the surrounding media. The general result is

$$\varepsilon(q,\omega)=1+\frac{\pi\alpha_g}{2}\,\frac{vq}{\sqrt{v^2q^2-\omega^2}} .$$

At $\omega=0$ the $1/q$ of the Coulomb interaction cancels the $q$ of the polarization:

$$\boxed{\;\varepsilon=1+\frac{2\pi\hbar v\alpha_g}{q}\,\frac{q}{4\hbar v}=1+\frac{\pi\alpha_g}{2}\;}$$

For $N$ flavours the second term is $N\pi\alpha_g/8$. Relative to the same external charge in vacuum, the reduction factor is $\kappa\varepsilon=\kappa+\pi\alpha_0/2$, where $\alpha_0=\kappa\alpha_g$ is the coupling of the suspended sheet. The contributions of surroundings and sheet add. A code that stores the total constant must not divide by $\kappa$ a second time.

**Point charge.** Because $\varepsilon$ does not depend on $q$, the potential of a charge $Ze$ in the sheet keeps its $1/r$ form and is divided by $\varepsilon$. There is no screening length. The external energy is $U_{\rm ext}=-ZV$, so

$$\delta n_{\mathbf q}=\chi\,\frac{-ZV}{\varepsilon}=Z\,\frac{\varepsilon-1}{\varepsilon}=Z\left(1-\frac1\varepsilon\right).$$

A Fourier transform independent of $\mathbf q$ is a delta function: in the cone model, the induced electrons sit at the impurity itself. On the scale of the bond length the model no longer applies and cannot give the true shape of this cloud. Linear response also requires the screened coupling $\beta=Z\alpha_g/\varepsilon$ to be small compared with $1/2$. At that value the short-distance exponent $\sqrt{1/4-\beta^2}$ of the lowest angular-momentum channel becomes imaginary. For the suspended sheet of the example below, $\beta=0.49$ already at $Z=1$ and $0.99$ at $Z=2$, so the linear result is only a rough guide for a unit charge and does not apply to larger ones.

**Collective modes.** For $0\le\omega<vq$ the dielectric function is real and greater than one. For $\omega>vq$ its real part is one and its imaginary part is positive. It has no zero at real frequency, so the undoped sheet has no undamped plasmon in the RPA.

## Worked example

Take a suspended sheet, $\kappa=1$, with $v=1.0\times10^6$ m/s and $q=0.100$ nm$^{-1}$. Then $\hbar v=0.6582$ eV nm and $\alpha_g=2.188$. The interaction and the static polarization are

$$V=\frac{2\pi(0.6582)(2.188)}{0.100}\simeq90.5\ \text{eV nm}^2,\qquad
\chi=-\frac{0.100}{4(0.6582)}=-0.0380\ \text{eV}^{-1}\text{nm}^{-2}.$$

With unrounded inputs $-V\chi=3.436$, and $\varepsilon=1+3.436=4.436$, or about $4.4$. A value of $4.5$ would correspond to a slightly smaller velocity: since $\alpha_g\propto1/v$, it requires $v=(3.436/3.5)\times10^6=0.982\times10^6$ m/s. Reaching $4.50$ thus takes a decrease of about $2\%$ in $v$; the rounded value already changes from $4.4$ to $4.5$ at $\varepsilon=4.45$, a decrease of $0.4\%$. In linear response, which holds for a weak point charge, the induced charge cancels a fraction $1-1/4.436=0.77$ of it.

At $\omega=0.6\,vq$ the root factor is $\sqrt{1-0.36}=0.8$, so $\varepsilon=1+3.436/0.8=5.30$. The response grows as the pair threshold is approached. At $\omega=1.5\,vq$ the factor is $\sqrt{2.25-1}=1.118$, and $\varepsilon=1+3.07i$: the sheet now absorbs.

Between media with $\varepsilon_1=1$ and $\varepsilon_2=4$, $\kappa=2.5$ and $\alpha_g=2.188/2.5=0.875$. The sheet contributes a factor $1+\pi(0.875)/2=2.37$ relative to its surroundings. The total is $2.5+3.436=5.94$. The surroundings weaken the interaction between electrons, so the sheet's relative screening factor is smaller although the total is larger.

## Where the result fails

The polarization formula is exact for non-interacting cones at zero temperature and zero doping. The dielectric constant carries the further approximation of the RPA. With $\alpha_g\simeq2.2$, the omitted terms have no small coupling to suppress them: the interaction between the excited electron and hole, and the change of $v$ by repulsion. Screening by the other bands of the sheet is also left out. The value $4.4$ is thus an RPA value for a given $v$, not an exact property of graphene.

Doping or temperature changes the occupations near the crossing point and permits transitions within one cone. The static formula then requires $\hbar vq$ to be large compared with both the Fermi energy measured from the crossing and $k_BT$. In the example $\hbar vq=0.066$ eV, while $k_BT$ at room temperature is roughly $0.03$ eV, so the zero-temperature result should not be used there without a thermal calculation. At the other end, $q$ must remain well below the inverse bond length.

The inverse-square-root divergence at $\omega=vq$ was derived for perfectly straight cones with sharp levels. Band curvature changes the pair energies that coincide there, but it does not guarantee a finite response while the levels stay sharp. An implementation that needs finite values near this line should therefore include a broadening appropriate to its problem, and band curvature as well where its effect is not small compared with that broadening.

The numerical output below lists the comparisons and the values used here.

## Values computed for the example and the checks

```
CHECKS (cone integrals in units hbar = v = q = 1)
w = 0.0+0.0j: chi band sum -0.250000+0.000000j, formula -0.250000+0.000000j
w = 0.6+0.0j: chi band sum -0.312500+0.000000j, formula -0.312500+0.000000j
w = 0.0+0.9j: chi band sum -0.185824+0.000000j, formula -0.185824+0.000000j
w = 1.5+0.3j: chi band sum -0.066843-0.195196j, formula -0.066843-0.195196j
pair weight, k+k' < 2.5 q: direct 1.23056 q^2, formula 1.23056 q^2
lattice chi / cone chi at q*bond = 0.06: 1.0015
lattice chi / cone chi at q*bond = 0.12: 1.0009
same ratio extrapolated to q = 0: 1.0020
conductivity, current operator: 0.250000 e^2/hbar
conductivity, from chi at w = 200 vq: 0.250003 e^2/hbar
sheet potential, vacuum: 0.499994 (1/2 expected)
sheet potential, eps 1 and 4: 0.199998 (0.200000 expected)
WORKED EXAMPLE, suspended sheet
velocity v = 1.000e+06 m/s
wave number q = 0.100 1/nm
hbar v = 0.6582 eV nm
hbar v q = 0.06582 eV
alpha_g = 2.1877
V(q) = 90.476 eV nm^2
static chi = -0.03798 1/(eV nm^2)
-V chi = pi alpha_g/2 = 3.4364
static dielectric constant, formula = 4.4364
static dielectric constant, numerical = 4.4364
induced charge fraction 1 - 1/eps = 0.7746
eps at w = 0.6 vq: 5.2955
eps at w = 1.5 vq: 1.0000 + 3.0736 i
velocity giving eps = 4.5: 9.8183e+05 m/s
conductivity e^2/(4 hbar) = 6.0853e-05 S
SHEET BETWEEN MEDIA eps1 = 1, eps2 = 4
kappa = 2.50, alpha_g = 0.8751
dielectric constant relative to surroundings = 2.3746
total dielectric constant = 5.9364
```
